# A bounded, conservative scheme for hydrogen drift and pairing in silicon

Whoever simulates a two-hour reverse-bias anneal of hydrogenated silicon must first choose a time step. At 373 K, with the parameters used below, a free proton is captured by a boron acceptor in about 12 ms, while the pair lives about 1220 s. Resolving capture is expensive; stepping over it is safe if the discrete equations cannot produce negative protons, more pairs than acceptors, or a drifting hydrogen total. Apart from rounding, the scheme below has these properties for any time step. Accuracy is a separate matter and still limits the step.

## The model and its capture coefficient

Take p-type silicon with a contact at $x=0$ and neutral bulk at $x=L$. The acceptor density $N$ is uniform and fixed, $h$ is the density of free protons, $P$ that of neutral acceptor–hydrogen pairs, and $A=N-P$ that of charged acceptors. In atomic units ($e=4\pi\varepsilon_0=1$), with thermal energy $T$, relative permittivity $\varepsilon$ and mobility $\mu=D/T$,

$$h_t=-J_x-R,\quad P_t=R,\quad R=khA-\nu P,\quad J=-Dh_x-\mu h\phi_x,$$
$$\phi_{xx}=-\frac{4\pi}{\varepsilon}(p+h-A),\qquad p=Ne^{-\phi/T}.$$

Hydrogen cannot cross either end. The potential obeys $\phi(0)=\psi>0$ and $\phi_x(L)=0$. Holes share the quasi-Fermi level of the bulk, and electron charge is neglected.

The coefficient $k$ follows from one acceptor in a uniform field $\mathbf E$. A constant proton density $c$ has no diffusion current, and its drift current is

$$\mathbf J=c\mu\left(\mathbf E-\frac{\hat{\mathbf r}}{\varepsilon r^2}\right).$$

Both terms have zero divergence away from the acceptor, so constant density is a stationary solution. The uniform term gives no net flux through a sphere; the Coulomb term gives an inward flux $4\pi\mu c/\varepsilon$. Hence

$$k=\frac{4\pi\mu}{\varepsilon}=4\pi Dr_c,\qquad r_c=\frac1{\varepsilon T}.$$

This treats the acceptor as a point sink, which requires the pairing distance to be much smaller than $r_c$, here 3.8 nm. A two-dimensional solution with an absorbing sphere of radius $0.12\,r_c$, at $b=r_cE/(2T)=0.5$, gave 1.0004 times this $k$.

## Where the direct discretization fails

Divide the layer into cells of width $\Delta x$ and let $a=(\phi_{i+1}-\phi_i)/T$. Central differencing of the flux gives

$$J_{i+1/2}=\frac D{\Delta x}\left[\left(1-\frac a2\right)h_i-\left(1+\frac a2\right)h_{i+1}\right].$$

Each bracketed weight should be positive: protons leave a cell in proportion to what that cell holds. For $a=-4$ the bracket is $3h_i+h_{i+1}$. Cell $i$ then loses protons in proportion to its neighbour's content, even when it is empty. With 10 nm cells the example reaches $|a|=4.0$. An implicit step without pairing, started from a unit spike on 20 cells with $D\Delta t/\Delta x^2=10$ and this field, gave a lowest density of $-0.32$.

Explicit time stepping adds a second failure. At zero field, the fraction of an interior cell's protons left after a step is $1-2D\Delta t/\Delta x^2-\Delta t\,kA$. With $D=1.755\times10^{-9}$ cm²/s it stays non-negative at full doping only for $\Delta t$ below about 0.28 ms, or some 26 million steps in two hours. With the flux derived below, a field of $|a|=4$ roughly halves this limit.

A third failure survives implicit transport. If capture uses the old number of charged acceptors, then

$$P=\frac{P_{\rm old}+\Delta t\,kh(N-P_{\rm old})}{1+\Delta t\,\nu},$$

which grows without limit as $h$ grows and can exceed $N$. The example below would not trigger this, even with its 300 nm layer filled to 95% and steps of 1800 s. A layer 600 nm deep filled to 95%, with steps of 1800 s and the potential held at its value from the start of each step, overshoots $N$ by about 3%. The three faults call for a different flux, implicit transport, and capture that sees acceptors being used up within the step.

## A flux with the right signs

Between two nodes let $J$ be constant and $u=\phi/T$ linear. Multiplying $J=-D(h_x+hu_x)$ by $e^u$ turns the right side into a derivative:

$$Je^u=-D(he^u)_x.$$

Integration over the gap gives

$$J\int e^u\,dx=D\left(h_ie^{u_i}-h_{i+1}e^{u_{i+1}}\right),\qquad
\int e^u\,dx=\Delta x\,e^{u_i}\frac{e^a-1}{a}.$$

Divide by the integral and define $B(z)=z/(e^z-1)$. Since $ae^a/(e^a-1)=B(-a)$,

$$J_{i+1/2}=\frac D{\Delta x}\left[B(a)h_i-B(-a)h_{i+1}\right].$$

This is the Scharfetter–Gummel flux. Both weights are positive for every finite $a$. As $a\to0$ it becomes Fick's law. For large negative $a$, $B(a)\to-a$ and $B(-a)\to0$, leaving drift evaluated on the upstream side. In the spike problem above, its lowest density was positive.

Zero flux requires $h_{i+1}/h_i=B(a)/B(-a)=e^{-a}$, so the discrete equilibrium is the Boltzmann distribution. Setting $R=0$ as well gives $P=Nh/(h+\nu/k)$. Total hydrogen fixes the remaining constant. A long run in a fixed sinusoidal potential of amplitude 0.08 V reproduced this equilibrium to within $10^{-6}N$.

## Capture inside the step

Backward Euler for the pairs reads $P-P_{\rm old}=\Delta t[kh(N-P)-\nu P]$. Collecting the terms in $P$,

$$P(h)=\frac{P_{\rm old}+\Delta t\,khN}{1+\Delta t(\nu+kh)}.$$

Subtracting this from $N$ gives

$$N-P(h)=\frac{N(1+\Delta t\,\nu)-P_{\rm old}}{1+\Delta t(\nu+kh)}.$$

If $0\le P_{\rm old}\le N$ and $h\ge0$, both fractions are non-negative, so $0\le P\le N$. The second also shows that $P(h)$ is increasing and concave: it is $N$ minus a positive constant divided by a linear function of $h$.

Write implicit transport as $(Mh)_i=h_i+(\Delta t/\Delta x)(J_{i+1/2}-J_{i-1/2})$, with zero flux at the ends. The proton equation becomes

$$F(h)=Mh+P(h)-h_{\rm old}-P_{\rm old}=0.$$

The off-diagonal elements of $M$ are non-positive. Each column sums to one, because what leaves one cell enters its neighbour.

These facts give a non-negative inverse to $G=M+S$ for any diagonal $S\ge0$. Suppose $G^{\mathsf T}z\ge0$ and the smallest component $z_i$ were negative. Replacing every other component in row $i$ by $z_i$ cannot lower that row's value, so

$$(G^{\mathsf T}z)_i\le(1+S_i)z_i<0,$$

a contradiction. Hence $z\ge0$, and the inverses of $G^{\mathsf T}$ and $G$ have no negative elements.

Start Newton's method at $h=0$, where

$$F(0)=-h_{\rm old}-\frac{\Delta t\,\nu}{1+\Delta t\,\nu}P_{\rm old}\le0.$$

The derivative $F'$ has the form of $G$, so when $F\le0$ the update $-F'^{-1}F$ is non-negative. Concavity places $F$ below its tangent, and the tangent vanishes at the new iterate, so $F\le0$ again. The iterates therefore rise. Summing $F\le0$ over cells gives $\sum(h+P)\le\sum(h_{\rm old}+P_{\rm old})$, which bounds them, so they converge to a non-negative root. If $g$ and $h$ were two such roots, subtraction would give $(M+S)(h-g)=0$, where $S\ge0$ contains the difference quotients of $P$. Since $M+S$ is invertible, $h=g$.

At the root, summing $F=0$ gives

$$\sum_i(h_i+P_i)\Delta x=\sum_i(h_{{\rm old},i}+P_{{\rm old},i})\Delta x.$$

The argument holds for any supplied potential and also if $\nu$ varies with position.

Rounding could still make a nearly empty cell slightly negative. With $d=1+\Delta t(\nu+kh)$ taken from the last Newton iterate, one further solve uses

$$\left[M+\frac{\Delta t\,k(N-P_{\rm old})}{d}\right]h=h_{\rm old}+\frac{\Delta t\,\nu P_{\rm old}}{d}.$$

This is the same equation at convergence, but its right side is non-negative. In a test with random nodal potentials between $-1$ and $+1$ V and steps from $10^{-4}$ to 10 s, both bounds held, and the hydrogen total changed by at most $4.4\times10^{-16}$ of itself per step.

## Updating the potential

A fixed potential would miss the charge carried by the moving hydrogen. At given $h$ and $P$, the discretized Poisson equation is

$$K\phi-\frac{4\pi}{\varepsilon}\left(Ne^{-\phi/T}+h+P-N\right)-s=0,$$

where $K$ is the matrix of $-\partial_x^2$ and $s\ge0$ carries the contact value. The left side is concave in $\phi$, its derivative has a non-negative inverse, and at $\phi=0$ it equals $-(4\pi/\varepsilon)(h+P)-s\le0$. Newton's method from $\phi=0$ therefore also rises. It is bounded because $p\le N$ for $\phi\ge0$.

Within each time step, transport and Poisson solves alternate, always restarting from the old densities, until the potential changes by less than $10^{-6}$ V. The example needed at most three sweeps. Convergence of this outer loop for arbitrary steps is not proved, but every sweep respects the bounds and the hydrogen total.

## What sets the pace of the anneal

In a fully depleted region, neglecting diffusion and free-proton charge, the field obeys $E_x=-4\pi A/\varepsilon$. The probability $S$ that a proton released at $x_0$ is still free at $x$ satisfies

$$\frac{dS}{dx}=-\frac{kA}{\mu E}S=-\frac{4\pi A}{\varepsilon E}S=\frac{E_x}{E}S,\qquad S=\frac{E(x)}{E(x_0)}.$$

The mobility has cancelled. For uniform $A$ the field is proportional to $y=W-x$, the distance to the depletion edge $W$, so $S$ falls linearly and the landing point is uniformly distributed between release and edge. One release turns $y^m$ into $y^m/(m+1)$ on average, whence for dilute pairs

$$\frac{d\langle y^m\rangle}{dt}=-\frac{m}{m+1}\,\nu\langle y^m\rangle.$$

The scheme was tested on this law in a drift-dominated layer. At $\nu t=1$ the first moment had fallen to 0.608 of its start, against $e^{-1/2}=0.607$, and the second to 0.515, against $e^{-2/3}=0.513$.

Diffusion does not bring $D$ back. When $h_t$ and the free-proton charge are negligible, put $g=Dh/\nu$. Then

$$J=-\nu(g_x+g\phi_x/T),\qquad R=\nu\left(\frac{4\pi gA}{\varepsilon T}-P\right).$$

Both are proportional to $\nu$, so at fixed temperature the pair profile depends on time through $\nu t$ alone. In the neutral bulk, the diffusion length before capture is $\sqrt{D/(kN)}=\sqrt{\varepsilon T/(4\pi N)}$, which is the Debye length, 46 nm here. Cells should be smaller than this for an accurate profile.

## Two hours at 373 K

The example is a Schottky diode with $N=10^{16}$ cm⁻³ and total band bending 5.5 V. Pairs initially occupy 60% of the acceptors over the first 300 nm, a dose of $1.8\times10^{11}$ cm⁻². Dividing by $N$ gives 180 nm of fully passivated material. Cells are 10 nm wide and steps last 40 s, so $\nu\Delta t=8.17\times10^{-4}\times40=0.033$.

The mean hydrogen depth grows from 152 nm to 559 nm after 1800 s and 947 nm after 7200 s. The moment law gives a quick estimate. The initial edge is at 873 nm, so the mean distance to it is 721 nm. After 1800 s, $\nu t=1.47$ and $721\,e^{-0.735}=346$ nm, a depth of about 527 nm. The simulation is 32 nm deeper; it also contains diffusion, non-uniform $A$ and a moving edge. At 7200 s the law gives 835 nm and has failed, since it cannot carry hydrogen past the edge. In the full model the edge is not sharp: the field reaches into the hole tail beyond $W$ and pushes protons onward. Diffusion spreads them further: for dilute pairs in neutral material the effective diffusivity is $D(\nu/k)/N=\nu D/(kN)$, so the spread in two hours is $\sqrt{2\nu t}$ Debye lengths, about 156 nm. The pairs here are not dilute, so this is only a rough guide.

The capacitance shows this passage. With hydrogen held fixed during the small voltage change, $C=(\varepsilon/4\pi)\,dE(0)/d\psi$. In the depletion approximation, moving the edge by $dW$ changes $E(0)$ by $(4\pi/\varepsilon)A(W)\,dW$ and $\psi$ by $W$ times as much, so $C=\varepsilon/(4\pi W)$. Multiplying Poisson's equation by $x$ and integrating by parts gives $\psi-\phi(L)=-(4\pi/\varepsilon)\int x\rho\,dx$, with $\rho=p+h-A$. Setting $\rho=-(N-P)$ inside $W$ and $\phi(L)=0$,

$$\frac{NW^2}{2}-\int_0^W xP\,dx=\frac{\varepsilon(\psi-T)}{4\pi}.$$

The $-T$ comes from the hole tail. For uniform doping, multiplying Poisson's equation by $\phi_x$ and integrating gives $E(0)^2=(8\pi N/\varepsilon)(\psi-T)$, apart from a term of order $e^{-\psi/T}$. Then $C=N/E(0)$, and $W=\varepsilon/(4\pi C)$ gives $NW^2/2=\varepsilon(\psi-T)/(4\pi)$. With hydrogen present, the same shift is carried over as an approximation.

Without hydrogen the width is 841 nm. The initial profile raises it to $\sqrt{841^2+2\times180\times152}=873$ nm, as simulated. Among the sampled times the width peaks at 934 nm after 3600 s, then falls to 899 nm, because hydrogen beyond $W$ leaves the integral. At the end the integral is $N(899^2-841^2)/2$, about 30% of the total hydrogen moment $N\times180\times947$. The capacitance accordingly goes from 11.87 to 11.09 and back to 11.52 nF/cm². One reading therefore does not determine the hydrogen depth.

Halving the cell width moves the final mean depth by 0.4 nm, and halving the time step by 0.7 nm. Extrapolated to zero cell width and step, the final depth is about 2 nm larger than quoted, and the depth at 1800 s about 3 nm larger. With the potential frozen at its initial form and all else unchanged, the final mean depth is 932 instead of 947 nm. The update matters modestly for position at this dose, but a frozen potential does not itself show the capacitance change; that needs a Poisson solution with the current hydrogen profile.

## Beside a real diode

The doping, bias and temperature lie in the range of reverse-bias anneals of boron-doped silicon diodes. The diffusion and release parameters are rough typical values. By the scaling above, the uncertainty in $D$ hardly matters, whereas an error of 0.05 eV in the release barrier, at fixed prefactor, rescales the time axis by 4.7. With the same parameters a pair would live about nine months at 300 K.

The largest omitted effect sized here is field-assisted release. The Onsager factor $I_1(\sqrt{8b})/\sqrt{2b}$, where $I_1$ is a modified Bessel function, multiplies $\nu$ by 2.0 at the peak field of 0.13 MV/cm. A two-dimensional escape calculation at $b=0.5$ gave 1.591, and the formula gives the same to that accuracy. Including the factor moves the mean depth at 1800 s from 559 to 691 nm and the final depth from 947 to 990 nm. Discretization error makes the value of 691 nm about 4 to 5 nm too small, and that of 990 nm about 1 nm too small. The base model leaves it out because a local-field factor would also act in built-in fields at zero bias, where it would give a wrong equilibrium ratio of pairs to free protons. For times under strong reverse bias, the run with the factor is the better guide, provided that $\nu$ is a zero-field rate and that release is limited by diffusive escape from the Coulomb well. A rate fitted to reverse-bias anneals may already contain part of the factor.

Other estimates are smaller. In a linear screening estimate, holes lower capture in neutral material by about 7%. The peak field is about a third of a rough breakdown field of 0.4 MV/cm. With a generation rate $n_i/(2\tau)$, where $n_i$ is the intrinsic density, a rough carrier lifetime $\tau$ of 1 µs and a rough capture cross-section of $10^{-14}$ cm², the full leakage flux acting for the 12 ms capture time gives a proton a chance of about 0.7% of meeting an electron. This is only a rough estimate, since both the flux and the capture time vary through the layer.

Real contacts can absorb or supply hydrogen, and real silicon can hold it as molecules or at other traps. These break the closed balance assumed here, and their effect has not been sized. A conserved total shows that the discrete equations are closed; it does not show that the diode is.

## Numbers as computed

```
temperature 373 K, thermal energy 0.03214 eV
relative permittivity 11.7, acceptors 1.0e+16 cm^-3
band bending 5.5 V, domain 2000 nm
diffusion prefactor 0.01 cm2/s, barrier 0.50 eV
release prefactor 3.0e+14 1/s, barrier 1.30 eV
initial filling 0.6, depth 300 nm, blur 20 nm
hydrogen dose 1.800e+11 cm^-2
D 1.755e-09 cm2/s, mobility 5.460e-08 cm2/Vs
capture radius 3.829 nm, k 8.444e-15 cm3/s
capture time at full doping 11.84 ms
release rate 8.170e-04 1/s, pair lifetime 1224 s
mass-action density nu/k 9.675e+10 cm^-3
Onsager factor b=0.5: 2D 1.5911, formula 1.5906
2D capture coefficient / (4 pi D r_c) 1.0004
first-moment ratio 0.6079, law 0.6065
second-moment ratio 0.5152, law 0.5134
error ratio on halving time step 1.997
stress test: largest relative hydrogen drift 4.4e-16
electrical width without hydrogen 840.9 nm
time s | mean depth nm | peak P/N | peak at nm | width nm | C nF/cm2
    0 | 152.2 | 0.6000 | 5 | 872.8 | 11.869
  600 | 322.3 | 0.3970 | 205 | 901.4 | 11.493
 1800 | 559.1 | 0.2920 | 855 | 931.1 | 11.126
 3600 | 767.0 | 0.4282 | 905 | 933.9 | 11.092
 7200 | 946.8 | 0.4688 | 925 | 899.0 | 11.524
capacitance change -2.91 %
final width from hydrogen moment 898.8 nm
cell 10 nm, time step 40 s, most sweeps 3
relative hydrogen drift in anneal 4.4e-16
largest free-proton density / N 8.77e-06
cell halved: depth shift +0.38 nm, width shift -0.10 nm
time step halved: depth shift +0.67 nm, width shift -0.16 nm
frozen potential: final mean depth 932.0 nm
largest cell drop / thermal energy 4.00
lowest density, unit spike: central -0.319, SG 7.8e-20
peak field 0.1287 MV/cm
peak field / rough breakdown field 0.32
Onsager release factor at peak field 1.989
with field-assisted release: depth at 1800 s 690.5 nm
with field-assisted release: final depth 989.6 nm
Debye length 45.6 nm, screened/bare capture 0.929
capture radius / acceptor spacing 0.082
band tunnelling exponent 274
doping / band density of states 2.9e-04
intrinsic density / doping 1.3e-04
electron capture chance per proton flight 6.9e-03
release-rate factor for 0.05 eV error 4.74
pair lifetime at 300 K 266 days
```
